**Triggering probabilities and the breakdown threshold of an avalanche layer**

The program tests the coupled equations for $P_e(x)$ and $P_h(x)$, the probabilities that an electron or a hole at $x$ starts an endless avalanche in a layer of width $W$ with ionization coefficients $\alpha$ and $\beta$. A nonzero solution exists only if $I=\int_0^W\alpha e^{-\phi}dx>1$, where $\phi(x)=\int_0^x(\alpha-\beta)dx'$. By direct integration from trial starting values, the program asserts that there is no nonzero solution just below threshold and one just above it, for the model device, for constant coefficients and for eight random coefficient profiles. It also asserts that the solutions agree with the integrated condition, with the survival of pairs through 400 generations, and with a Monte Carlo simulation of single carriers within four standard errors. For the model layer the breakdown voltage is 25.61 V. At 1.1 times this voltage, $P_e(0)=0.8005$ and $P_h(W)=0.2620$, while the simulation gives 0.8011 ± 0.0028 and 0.2607 ± 0.0031. At 0.9 times breakdown none of 20000 simulated electrons triggers, and the simulated mean gain of 5.60 ± 0.05 agrees with $1/(1-I)=5.57$.

## Program and output

```python
# Avalanche triggering probabilities in a layer 0 < x < W.
# Result under test: with electrons moving to +x and holes to -x,
#   -dPe/dx = alpha (1-Pe) P,  dPh/dx = beta (1-Ph) P,  P = Pe + Ph - Pe Ph,
#   Pe(W) = 0, Ph(0) = 0,
# has a nonzero solution only if I = int alpha exp(-phi) dx > 1, where
# phi(x) = int_0^x (alpha-beta) dx'; the solution is then unique.
# Pe, Ph: probability that an electron / hole at x starts an endless avalanche.
# Inside the program z = x/W, a = alpha W, b = beta W (dimensionless).
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

WIDTH = 1.0e-4        # cm
A_ION = 1.0e6         # 1/cm, both carriers
B_ELECTRON = 1.0e6    # V/cm
B_HOLE = 1.5e6        # V/cm
FIELD_DROP = 1.0e5    # V/cm, field at x=0 minus field at x=W

z = np.linspace(0.0, 1.0, 4001)


def cum(f):
    return cumulative_trapezoid(f, z, initial=0.0)


def field(s, volt):
    return volt / WIDTH + FIELD_DROP * (0.5 - s)


def device(volt):
    def coef(s):
        f = field(s, volt)
        return (WIDTH * A_ION * np.exp(-B_ELECTRON / f),
                WIDTH * A_ION * np.exp(-B_HOLE / f))
    return coef


def uniform(a, b):
    return lambda s: (a + 0.0 * s, b + 0.0 * s)


def ion_integral(coef):
    a, b = coef(z)
    return trapezoid(a * np.exp(-cum(a - b)), z)


def h_function(p, coef):
    a, b = coef(z)
    phi = cum(a - b)
    pair = p / (p + (1 - p) * np.exp(phi))
    return trapezoid(a * np.exp(-phi - cum(b * pair)), z)


def shoot(p, coef):
    """Integrate the differential equations from x=0 with Pe=p, Ph=0.
    Returns Pe and Ph at x = W/2 and x = W."""
    p = np.atleast_1d(np.asarray(p, float))
    n = p.size

    def rhs(s, y):
        pe, ph = y[:n], y[n:]
        a, b = coef(s)
        pair = pe + ph - pe * ph
        return np.concatenate([-a * (1 - pe) * pair, b * (1 - ph) * pair])

    sol = solve_ivp(rhs, (0, 1), np.concatenate([p, np.zeros(n)]),
                    method="DOP853", t_eval=[0.5, 1.0],
                    rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[:n], sol.y[n:]


def shoot_root(coef):
    return brentq(lambda p: shoot(p, coef)[0][0, 1], 1e-6, 1 - 1e-6,
                  xtol=1e-11)


p_grid = np.concatenate([np.geomspace(1e-5, 0.5, 40),
                         np.linspace(0.52, 0.999, 25)])


def count_solutions(coef):
    """Number of sign changes of Pe(W) over trial values 0 < p < 1."""
    end = shoot(p_grid, coef)[0][:, 1]
    return int(np.sum(np.sign(end[1:]) != np.sign(end[:-1])))


def generations(coef, steps):
    """Survival of a pair through many generations, started from 1."""
    a, b = coef(z)
    s = np.ones_like(z)
    for _ in range(steps):
        ca, cb = cum(a * s), cum(b * s)
        s = 1 - np.exp(-(ca[-1] - ca + cb))
    return s


def spectral_radius(coef, n=300):
    mid = (np.arange(n) + 0.5) / n
    a, b = coef(mid)
    up = np.triu(np.ones((n, n)), 1) + 0.5 * np.eye(n)
    kernel = (up * a[None, :] + up.T * b[None, :]) / n
    return np.max(np.abs(np.linalg.eigvals(kernel)))


def simulate(carrier, coef, trials, rng, cap=100):
    """Carrier-by-carrier avalanche; electron enters at 0 or hole at W.
    A trial with at least cap live carriers is counted as triggered."""
    a, b = coef(z)
    ca, cb = cum(a), cum(b)
    ids, none = np.arange(trials), np.zeros(0, int)
    if carrier == "electron":
        ez, ei, hz, hi = np.zeros(trials), ids, np.zeros(0), none
    else:
        ez, ei, hz, hi = np.zeros(0), none, np.ones(trials), ids
    gain = np.ones(trials)
    triggered = np.zeros(trials, bool)
    while ei.size + hi.size > 0:
        te = np.interp(ez, z, ca) + rng.exponential(size=ez.size)
        th = np.interp(hz, z, cb) - rng.exponential(size=hz.size)
        ke, kh = te < ca[-1], th > 0
        xe, ie = np.interp(te[ke], ca, z), ei[ke]
        xh, ih = np.interp(th[kh], cb, z), hi[kh]
        gain += np.bincount(np.concatenate([ie, ih]), minlength=trials)
        ez, ei = np.concatenate([xe, xe, xh]), np.concatenate([ie, ie, ih])
        hz, hi = np.concatenate([xe, xh, xh]), np.concatenate([ie, ih, ih])
        alive = np.bincount(np.concatenate([ei, hi]), minlength=trials)
        triggered |= alive >= cap
        keep_e, keep_h = ~triggered[ei], ~triggered[hi]
        ez, ei, hz, hi = ez[keep_e], ei[keep_e], hz[keep_h], hi[keep_h]
    return triggered, gain


# ---- breakdown of the model device
v_br = brentq(lambda v: ion_integral(device(v)) - 1, 15.0, 45.0, xtol=1e-10)
statvolt = constants.c * 1e-6   # volts in one statvolt
print(f"layer width W = {WIDTH * 1e4:.1f} um")
print(f"prefactor A = {A_ION:.1e} 1/cm")
print(f"b electron = {B_ELECTRON:.1e} V/cm, b hole = {B_HOLE:.1e} V/cm")
print(f"field drop across layer = {FIELD_DROP:.1e} V/cm")
print(f"breakdown voltage = {v_br:.3f} V = {v_br / statvolt:.5f} statvolt")
for s in (0.0, 0.5, 1.0):
    a0, b0 = device(v_br)(s)
    print(f"at breakdown, x/W={s:.1f}: F={field(s, v_br):.4e} V/cm, "
          f"alpha={a0 / WIDTH:.4e} 1/cm, beta={b0 / WIDTH:.4e} 1/cm")

# ---- electron and hole forms of the breakdown integral
for ratio in (0.9, 1.1):
    a, b = device(ratio * v_br)(z)
    phi = cum(a - b)
    i_e = trapezoid(a * np.exp(-phi), z)
    i_h = trapezoid(b * np.exp(phi[-1] - phi), z)
    assert abs((1 - i_e) - np.exp(-phi[-1]) * (1 - i_h)) < 1e-6
    print(f"V/Vbr={ratio:.1f}: I electron={i_e:.5f}, I hole={i_h:.5f}")

# ---- mean-offspring operator crosses 1 at breakdown
radii = [spectral_radius(device(r * v_br)) for r in (0.9, 1.0, 1.1)]
assert radii[0] < 1 < radii[2] and abs(radii[1] - 1) < 1e-3
print("spectral radius at V/Vbr=0.9, 1.0, 1.1: "
      + ", ".join(f"{r:.4f}" for r in radii))

# ---- number of nonzero solutions on both sides of breakdown
n_below = count_solutions(device(0.98 * v_br))
n_above = count_solutions(device(1.02 * v_br))
assert n_below == 0 and n_above == 1
print(f"nonzero solutions at V/Vbr=0.98: {n_below}, at 1.02: {n_above}")

rng = np.random.default_rng(12345)
n_profiles = 8
for _ in range(n_profiles):
    ra, rb = rng.uniform(-0.5, 0.5, 3), rng.uniform(-0.5, 0.5, 3)

    def scaled(scale, ra=ra, rb=rb):
        def coef(s):
            c1, c2 = np.cos(np.pi * s), np.cos(2 * np.pi * s)
            return (scale * np.exp(ra[0] + ra[1] * c1 + ra[2] * c2),
                    scale * np.exp(rb[0] + rb[1] * c1 + rb[2] * c2))
        return coef

    crit = brentq(lambda t: ion_integral(scaled(t)) - 1, 0.05, 12.0)
    assert count_solutions(scaled(0.97 * crit)) == 0
    assert count_solutions(scaled(1.03 * crit)) == 1
print(f"random profiles with 0 solutions below, 1 above: {n_profiles}")

# ---- special cases: constant coefficients, equal coefficients, no holes
k = 0.2
aw_crit = np.log(1 / k) / (1 - k)
assert count_solutions(uniform(0.98 * aw_crit, 0.98 * k * aw_crit)) == 0
assert count_solutions(uniform(1.02 * aw_crit, 1.02 * k * aw_crit)) == 1
print(f"constant coefficients, beta/alpha={k}: critical alpha W={aw_crit:.4f}")
aw = 1.5
p_equal = shoot_root(uniform(aw, aw))
assert abs(p_equal - (1 + lambertw(-aw * np.exp(-aw)).real / aw)) < 1e-7
print(f"equal coefficients, alpha W={aw}: P={p_equal:.5f}")
assert count_solutions(uniform(5.0, 0.0)) == 0
print("beta=0, alpha W=5: nonzero solutions = "
      f"{count_solutions(uniform(5.0, 0.0))}")

# ---- triggering probabilities against overvoltage
results = {}
for ratio in (1.02, 1.05, 1.10, 1.20, 1.30):
    coef = device(ratio * v_br)
    p = shoot_root(coef)
    pe, ph = shoot(p, coef)
    p_h = brentq(lambda t: h_function(t, coef) - 1, 1e-8, 1 - 1e-8)
    assert abs(p - p_h) < 1e-5
    a, b = coef(z)
    phi = cum(a - b)
    for j, node in ((0, 2000), (1, 4000)):
        pair = pe[0, j] + ph[0, j] - pe[0, j] * ph[0, j]
        odds = p / (1 - p) * np.exp(-phi[node])
        assert abs(pair - odds / (1 + odds)) < 1e-6
    results[ratio] = (p, ph[0, 1])
    print(f"V/Vbr={ratio:.2f} V={ratio * v_br:.3f} V I={ion_integral(coef):.5f}"
          f" Pe(0)={p:.4f} Ph(W)={ph[0, 1]:.4f}")
    if ratio == 1.10:
        print(f"  same V, x=W/2: Pe={pe[0, 0]:.4f}, Ph={ph[0, 0]:.4f}, "
              f"pair P={pe[0, 0] + ph[0, 0] - pe[0, 0] * ph[0, 0]:.4f}")
        print(f"  same V: phi(W)={phi[-1]:.4f}, from H(p)=1: Pe(0)={p_h:.4f}")

# ---- survival through generations selects the nonzero solution
surv = generations(device(1.1 * v_br), 400)
assert abs(surv[0] - results[1.10][0]) < 1e-5
assert abs(surv[-1] - results[1.10][1]) < 1e-5
dead = generations(device(0.9 * v_br), 400)
assert dead.max() < 1e-10
print(f"400 generations, V/Vbr=1.1: S(0)={surv[0]:.4f}, S(W)={surv[-1]:.4f}")
print(f"400 generations, V/Vbr=0.9: largest S={dead.max():.1e}")

# ---- linear onset just above breakdown
a, b = device(v_br)(z)
weight = np.exp(-cum(a - b))
b_onset = trapezoid(a * weight * cum(b * weight), z)
near = device(1.001 * v_br)
p_near = shoot_root(near)
p_linear = (ion_integral(near) - 1) / b_onset
assert abs(p_near / p_linear - 1) < 0.03   # next order is relative O(p)
print(f"onset constant B={b_onset:.5f}")
print(f"V/Vbr=1.001: Pe(0)={p_near:.6f}, linear law={p_linear:.6f}")

# ---- Monte Carlo of single carriers
trials = 20000
for carrier, expected in zip(("electron", "hole"), results[1.10]):
    hit, _ = simulate(carrier, device(1.1 * v_br), trials, rng)
    sigma = np.sqrt(expected * (1 - expected) / trials)
    assert abs(hit.mean() - expected) < 4 * sigma
    print(f"Monte Carlo V/Vbr=1.1, {carrier}: {hit.mean():.4f} "
          f"+- {sigma:.4f} ({trials} trials)")
hit, gain = simulate("electron", device(0.9 * v_br), trials, rng)
error = gain.std() / np.sqrt(trials)
gain_formula = 1 / (1 - ion_integral(device(0.9 * v_br)))
assert hit.sum() == 0 and abs(gain.mean() - gain_formula) < 4 * error
print(f"Monte Carlo V/Vbr=0.9: triggered {hit.sum()} of {trials}")
print(f"mean gain V/Vbr=0.9: Monte Carlo {gain.mean():.3f} +- {error:.3f}, "
      f"1/(1-I)={gain_formula:.3f}")

print("checks complete")
```

Running it gives:

```
layer width W = 1.0 um
prefactor A = 1.0e+06 1/cm
b electron = 1.0e+06 V/cm, b hole = 1.5e+06 V/cm
field drop across layer = 1.0e+05 V/cm
breakdown voltage = 25.613 V = 0.08544 statvolt
at breakdown, x/W=0.0: F=3.0613e+05 V/cm, alpha=3.8137e+04 1/cm, beta=7.4475e+03 1/cm
at breakdown, x/W=0.5: F=2.5613e+05 V/cm, alpha=2.0156e+04 1/cm, beta=2.8615e+03 1/cm
at breakdown, x/W=1.0: F=2.0613e+05 V/cm, alpha=7.8182e+03 1/cm, beta=6.9129e+02 1/cm
V/Vbr=0.9: I electron=0.82055, I hole=0.38879
V/Vbr=1.1: I electron=1.13555, I hole=2.53200
spectral radius at V/Vbr=0.9, 1.0, 1.1: 0.6316, 1.0000, 1.4717
nonzero solutions at V/Vbr=0.98: 0, at 1.02: 1
random profiles with 0 solutions below, 1 above: 8
constant coefficients, beta/alpha=0.2: critical alpha W=2.0118
equal coefficients, alpha W=1.5: P=0.58281
beta=0, alpha W=5: nonzero solutions = 0
V/Vbr=1.02 V=26.125 V I=1.03052 Pe(0)=0.2888 Ph(W)=0.0570
V/Vbr=1.05 V=26.894 V I=1.07300 Pe(0)=0.5650 Ph(W)=0.1378
V/Vbr=1.10 V=28.174 V I=1.13555 Pe(0)=0.8005 Ph(W)=0.2620
  same V, x=W/2: Pe=0.3084, Ph=0.2205, pair P=0.4609
  same V: phi(W)=2.4250, from H(p)=1: Pe(0)=0.8005
V/Vbr=1.20 V=30.736 V I=1.23510 Pe(0)=0.9540 Ph(W)=0.4763
V/Vbr=1.30 V=33.297 V I=1.31097 Pe(0)=0.9887 Ph(W)=0.6475
400 generations, V/Vbr=1.1: S(0)=0.8005, S(W)=0.2620
400 generations, V/Vbr=0.9: largest S=0.0e+00
onset constant B=0.09060
V/Vbr=1.001: Pe(0)=0.017175, linear law=0.017316
Monte Carlo V/Vbr=1.1, electron: 0.8011 +- 0.0028 (20000 trials)
Monte Carlo V/Vbr=1.1, hole: 0.2607 +- 0.0031 (20000 trials)
Monte Carlo V/Vbr=0.9: triggered 0 of 20000
mean gain V/Vbr=0.9: Monte Carlo 5.599 +- 0.046, 1/(1-I)=5.573
checks complete
```
